# Angular Harmonics and the Boltzmann Mobility on a Circular Energy Contour: test program

```python
"""Result under test: on a circular energy contour with elastic scattering that
depends only on the angle theta between initial and final wavevectors, the
angular harmonics are eigenfunctions of the collision operator, with rates
  lambda_n = integral W(theta) (1 - cos(n theta)) dtheta,
and the linear Boltzmann mobility of a parabolic band is
  mu = (e/m) integral E (-df0/dE) / lambda_1(E) dE / integral f0 dE.
W = m M(q) / (2 pi hbar^3), q = 2 k |sin(theta/2)|; M is the squared matrix
element times scatterer density (eV^2 nm^2). f0 is the Fermi function.
Internal units: eV, nm, s. Example: holes in monolayer WSe2, rough parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.special import expit, j0, jv, yv

# Rough typical parameters
mass_ratio = 0.45            # hole mass / free electron mass
valleys = 2                  # K and K', one spin each
temperature = 300.0          # K
hole_density = 0.10          # nm^-2
impurity_density = 0.03      # nm^-2
setback = 1.0                # nm, distance of charges from the layer
kappa = 4.0                  # relative permittivity of the surroundings
polar_length = 4.5           # nm, in-plane polarizability length of the layer
acoustic_D = 3.0             # eV
sound_speed = 3300.0         # m/s
sheet_mass = 6.0e-6          # kg/m^2
optical_D = 30.0             # eV/nm
optical_energy = 0.030       # eV
band_gap = 1.6               # eV, two-band estimate of the overlap factor
warping = 0.006              # eV nm^3, coefficient of k^3 cos(3 phi)

hbar = sc.hbar / sc.e                                    # eV s
h2m = sc.hbar**2 / (mass_ratio * sc.m_e) / sc.e * 1e18   # hbar^2/m, eV nm^2
kT = sc.k * temperature / sc.e
dos = valleys / (2 * np.pi * h2m)                        # 1/(eV nm^2)
fermi_energy = hole_density / dos                        # zero-temperature value
k_fermi = np.sqrt(2 * fermi_energy / h2m)
chem_pot = kT * np.log(np.expm1(fermi_energy / kT))
coulomb = sc.e / (2 * sc.epsilon_0 * kappa) * 1e9        # eV nm
q_screen = coulomb * dos * (1 - np.exp(-fermi_energy / kT))
e_max = fermi_energy + 30 * kT
to_cm2 = 1e-14                                           # nm^2 to cm^2


def fermi(energy):
    return expit((chem_pot - energy) / kT)


def potential(q):
    return coulomb * np.exp(-q * setback) / (
        q + q_screen + polar_length * q**2 / kappa)


def m_imp(q, k=None):
    return impurity_density * potential(q)**2


stiffness = sheet_mass * sound_speed**2 / sc.e * 1e-18   # eV/nm^2
acoustic_strength = acoustic_D**2 * kT / stiffness


def m_ac(q, k=None):
    return acoustic_strength + 0 * q


def m_total(q, k=None):
    return m_imp(q) + m_ac(q)


gx, gw = np.polynomial.legendre.leggauss(80)
angle = np.pi * (gx + 1) / 2
angle_w = np.pi * gw          # both halves of the circle


def angular_rate(k, strength, weight):
    """Golden-rule rate (1/s) with an angular weight, by quadrature."""
    k = np.atleast_1d(k)[:, None]
    values = strength(2 * k * np.sin(angle / 2), k) * weight(angle)
    return values @ angle_w / (2 * np.pi * hbar * h2m)


def first(t):
    return 1 - np.cos(t)


def everything(t):
    return 1 + 0 * t


ex, ew = np.polynomial.legendre.leggauss(240)
energies, energy_w = e_max * (ex + 1) / 2, e_max * ew / 2


def thermal_mobility(strength, weight=first, extra=0.0):
    k = np.sqrt(2 * energies / h2m)
    rate = angular_rate(k, strength, weight) + extra
    f = fermi(energies)
    top = np.sum(energy_w * energies * f * (1 - f) / kT / rate)
    return h2m / hbar**2 * top / np.sum(energy_w * f) * to_cm2


def collision_matrix(strength, area):
    """Out-scattering minus in-scattering between points of one contour."""
    rate = strength * area[None, :] / (2 * np.pi * hbar)
    return np.diag(rate.sum(axis=1)) - rate


def solve_on_shell(matrix, area, source):
    """Solve matrix*x = source with zero net occupation on the shell."""
    scale = np.mean(np.diag(matrix)) / area.sum()
    return np.linalg.solve(matrix + scale * area[None, :], source)


def contour_mobility(strength, warp=0.0, n=180):
    """Degenerate mobility from a linear solve on a possibly warped contour."""
    t = 2 * np.pi * np.arange(n) / n
    k = np.full(n, k_fermi)
    for _ in range(30):
        slope = h2m * k + 3 * warp * k**2 * np.cos(3 * t)
        miss = h2m * k**2 / 2 + warp * k**3 * np.cos(3 * t) - fermi_energy
        k = k - miss / slope
    slope = h2m * k + 3 * warp * k**2 * np.cos(3 * t)
    area = k / slope * 2 * np.pi / n
    v_tan = -3 * warp * k**2 * np.sin(3 * t) / hbar
    vx = slope / hbar * np.cos(t) - v_tan * np.sin(t)
    kx, ky = k * np.cos(t), k * np.sin(t)
    q = np.hypot(kx[:, None] - kx, ky[:, None] - ky)
    matrix = collision_matrix(strength(q, t[:, None], t[None, :]), area)
    response = solve_on_shell(matrix, area, vx)
    enclosed = np.sum(k**2) * np.pi / n
    return np.sum(area * vx * response) / enclosed * to_cm2


# Harmonics and eigenvalues of the discretized collision operator
n_ring = 180
ring = 2 * np.pi * np.arange(n_ring) / n_ring
ring_area = np.full(n_ring, 2 * np.pi / n_ring / h2m)
ring_q = 2 * k_fermi * np.abs(np.sin((ring[:, None] - ring) / 2))
operator = collision_matrix(m_total(ring_q), ring_area)
eigenvalues = np.linalg.eigvalsh(operator)
harmonic_rates = []
for order in range(1, 6):
    lam = angular_rate(k_fermi, m_total, lambda t: 1 - np.cos(order * t))[0]
    harmonic_rates.append(lam)
    for wave in (np.cos(order * ring), np.sin(order * ring)):
        assert np.max(np.abs(operator @ wave - lam * wave)) < 1e-4 * lam
    assert np.sort(np.abs(eigenvalues - lam))[1] < 1e-4 * lam
assert np.min(np.abs(eigenvalues)) < 1e-9 * harmonic_rates[0]
lambda_1 = harmonic_rates[0]
total_rate = angular_rate(k_fermi, m_total, everything)[0]

# Degenerate mobility: formula against linear solve
mu_degenerate = h2m / hbar**2 / lambda_1 * to_cm2
mu_contour = contour_mobility(lambda q, a, b: m_total(q))
assert abs(mu_contour / mu_degenerate - 1) < 1e-4


def direct_thermal_mobility(n=96, n_k=180, k_top=3.3):
    """Field-driven solution on a k-space grid; drive by finite differences."""
    t = 2 * np.pi * np.arange(n) / n
    dk, shift = k_top / n_k, 1e-4
    area = np.full(n, 2 * np.pi / n / h2m)
    current = density = 0.0
    for k in (np.arange(n_k) + 0.5) * dk:
        kx, ky = k * np.cos(t), k * np.sin(t)
        up = fermi(h2m * ((kx + shift)**2 + ky**2) / 2)
        down = fermi(h2m * ((kx - shift)**2 + ky**2) / 2)
        drive = (up - down) / (2 * shift * hbar)
        q = 2 * k * np.abs(np.sin((t[:, None] - t) / 2))
        change = solve_on_shell(collision_matrix(m_total(q), area), area, -drive)
        cell = k * dk * 2 * np.pi / n
        current += cell * np.sum(h2m * kx / hbar * change)
        density += cell * n * fermi(h2m * k**2 / 2)
    grid_density = valleys * density / (4 * np.pi**2)
    return current / density * to_cm2, grid_density


mu_thermal = thermal_mobility(m_total)
mu_direct, grid_density = direct_thermal_mobility()
assert abs(mu_direct / mu_thermal - 1) < 1e-3
assert abs(grid_density / hole_density - 1) < 1e-3
mu_total_rate = thermal_mobility(m_total, everything)
mu_imp, mu_ac = thermal_mobility(m_imp), thermal_mobility(m_ac)
mu_reciprocal = 1 / (1 / mu_imp + 1 / mu_ac)
assert mu_thermal <= mu_reciprocal * (1 + 1e-10)

# Equal first-harmonic rates, very different total rates
peak = 8.0
shape = np.exp(peak * (np.cos(angle) - 1))
amplitude = 2 * np.pi * acoustic_strength / np.sum(angle_w * shape * first(angle))
rate_ratio = amplitude * np.sum(angle_w * shape) / (2 * np.pi * acoustic_strength)
mu_isotropic = contour_mobility(lambda q, a, b: acoustic_strength + 0 * q)
mu_forward = contour_mobility(
    lambda q, a, b: amplitude * np.exp(peak * (np.cos(a - b) - 1)))
assert rate_ratio > 5 and abs(mu_forward / mu_isotropic - 1) < 1e-6

# Circular contour but scattering tied to crystal axes: harmonics mix
beta = 0.6
mu_axes = contour_mobility(lambda q, a, b: acoustic_strength
                           * (1 + beta * np.cos(2 * a)) * (1 + beta * np.cos(2 * b)))
root = np.sqrt(1 - beta**2)
axes_exact = 1 / root + (1 - 1 / root) / beta
axes_first = 1 / (1 + beta / 2)
assert abs(mu_axes / mu_isotropic - axes_exact) < 1e-6
assert mu_axes / mu_isotropic > 1.05 * axes_first

# Phase shifts of the screened impurity at the Fermi wavevector
hx, hw = np.polynomial.legendre.leggauss(1000)
q_nodes, q_w = 15 * (hx + 1), 15 * hw
half_step = 0.01
radius = half_step * np.arange(1, 4002)
v_radial = j0(np.outer(radius, q_nodes)) @ (
    q_w * q_nodes * potential(q_nodes)) / (2 * np.pi)
orders = np.arange(15)
bessel_j = jv(orders[None, :], k_fermi * radius[:, None])
bessel_y = yv(orders[None, :], k_fermi * radius[:, None])


def phase_rate(scale):
    """First-harmonic rate from phase shifts, and the phase shifts."""
    front = -np.pi / 2 * radius * scale * v_radial * 2 / h2m

    def slope(i, d):
        return front[i] * (bessel_j[i] * np.cos(d) - bessel_y[i] * np.sin(d))**2

    delta, h = np.zeros(len(orders)), 2 * half_step
    for i in range(0, len(radius) - 2, 2):
        s1 = slope(i, delta)
        s2 = slope(i + 1, delta + h / 2 * s1)
        s3 = slope(i + 1, delta + h / 2 * s2)
        s4 = slope(i + 2, delta + h * s3)
        delta = delta + h / 6 * (s1 + 2 * s2 + 2 * s3 + s4)
    section = 4 / k_fermi * np.sum(np.sin(np.diff(delta))**2)
    return impurity_density * h2m * k_fermi / hbar * section, delta


born_rate = angular_rate(k_fermi, m_imp, first)[0]
weak = 1e-3
weak_ratio = phase_rate(weak)[0] / (weak**2 * born_rate)
assert abs(weak_ratio - 1) < 0.01
repulsive_rate, repulsive_delta = phase_rate(1.0)
attractive_rate, attractive_delta = phase_rate(-1.0)
ratio_rep, ratio_att = repulsive_rate / born_rate, attractive_rate / born_rate
mu_rep = thermal_mobility(lambda q, k: ratio_rep * m_imp(q) + m_ac(q))
mu_att = thermal_mobility(lambda q, k: ratio_att * m_imp(q) + m_ac(q))

# Optical phonons: isotropic, so their in-scattering has no first harmonic
optical_strength = (optical_D**2 * sc.hbar**2 / sheet_mass / sc.e * 1e36
                    / (2 * optical_energy))
phonons = 1 / np.expm1(optical_energy / kT)


def optical_rate(energy):
    absorb = phonons + fermi(energy + optical_energy)
    emit = (phonons + 1 - fermi(energy - optical_energy)) * (energy > optical_energy)
    return optical_strength / (hbar * h2m) * (absorb + emit)


mu_optical = thermal_mobility(m_total, extra=optical_rate(energies))

# Static screening with its full wavevector dependence at this temperature
levels = (np.arange(4000) + 0.5) * e_max / 4000
level_w = fermi(levels) * (1 - fermi(levels)) / kT * e_max / 4000
q_table = np.linspace(0.01, 8, 300)
inside = 1 - 8 * levels[None, :] / h2m / q_table[:, None]**2
response_table = dos * (1 - np.sqrt(np.maximum(inside, 0))) @ level_w
assert abs(coulomb * response_table[0] / q_screen - 1) < 0.01


def m_lindhard(q, k):
    screen = coulomb * np.interp(q, q_table, response_table)
    v = coulomb * np.exp(-q * setback) / (q + screen + polar_length * q**2 / kappa)
    return impurity_density * v**2 + m_ac(q)


mu_lindhard = thermal_mobility(m_lindhard)


def m_overlap(q, k):
    tan2 = 2 * h2m * k**2 / band_gap
    return m_total(q) * (1 - tan2 / (1 + tan2) * q**2 / (4 * k**2))


mu_overlap = thermal_mobility(m_overlap)
mu_warped = contour_mobility(lambda q, a, b: m_total(q), warping)
mean_path = h2m * k_fermi / hbar / lambda_1

print(f"hole mass {mass_ratio} m0, valleys {valleys}, temperature {temperature:.0f} K")
print(f"hole density {hole_density*1e14:.1e} cm^-2")
print(f"impurity density {impurity_density*1e14:.1e} cm^-2, setback {setback} nm")
print(f"surroundings permittivity {kappa}, polarizability length {polar_length} nm")
print(f"acoustic: D {acoustic_D} eV, speed {sound_speed:.0f} m/s, sheet mass {sheet_mass:.1e} kg/m^2")
print(f"thermal energy kT = {kT*1e3:.2f} meV")
print(f"Fermi energy at T=0 = {fermi_energy*1e3:.2f} meV")
print(f"chemical potential = {chem_pot*1e3:.2f} meV")
print(f"Fermi wavevector = {k_fermi:.4f} 1/nm")
print(f"hbar^2/m = {h2m:.5f} eV nm^2, density of states = {dos:.4f} 1/(eV nm^2)")
print(f"Coulomb prefactor = {coulomb:.4f} eV nm, screening wavevector = {q_screen:.3f} 1/nm")
print(f"acoustic strength M = {acoustic_strength:.5f} eV^2 nm^2")
print("lambda_1..5 at Fermi energy =", " ".join(f"{x*1e-12:.3f}" for x in harmonic_rates), "1/ps")
print(f"impurity part of lambda_1 = {born_rate*1e-12:.3f} 1/ps")
print(f"acoustic part of lambda_1 = {(lambda_1-born_rate)*1e-12:.3f} 1/ps")
print(f"total scattering rate = {total_rate*1e-12:.3f} 1/ps")
print(f"1/lambda_1 at Fermi energy = {1e15/lambda_1:.2f} fs")
print(f"mobility e/(m lambda_1(E_F)) = {mu_degenerate:.2f} cm2/Vs")
print(f"same from linear solve on contour = {mu_contour:.2f} cm2/Vs")
print(f"mobility at 300 K, formula = {mu_thermal:.2f} cm2/Vs = {mu_thermal*1e-4:.5f} m2/Vs")
print(f"mobility at 300 K, k-grid solve = {mu_direct:.2f} cm2/Vs")
print(f"wrong mobility from total rate = {mu_total_rate:.2f} cm2/Vs")
print(f"impurities alone {mu_imp:.2f}, acoustic alone {mu_ac:.2f} cm2/Vs")
print(f"reciprocal sum of the two = {mu_reciprocal:.2f} cm2/Vs")
print(f"equal lambda_1 kernels: total-rate ratio = {rate_ratio:.3f}")
print(f"their mobilities: isotropic {mu_isotropic:.3f}, forward {mu_forward:.3f} cm2/Vs")
print(f"axis-tied scattering, beta {beta}: solved mobility/isotropic = {mu_axes/mu_isotropic:.4f}")
print(f"axis-tied scattering: first-harmonic estimate/isotropic = {axes_first:.4f}")
print(f"weak potential (scale {weak}): phase-shift rate/Born = {weak_ratio:.5f}")
print("repulsive phase shifts l=0..3 =", " ".join(f"{x:.4f}" for x in repulsive_delta[:4]), "rad")
print("attractive phase shifts l=0..3 =", " ".join(f"{x:.4f}" for x in attractive_delta[:4]), "rad")
print(f"impurity rate/Born: repulsive {ratio_rep:.3f}, attractive {ratio_att:.3f}")
print(f"300 K mobility with these ratios: {mu_rep:.1f} and {mu_att:.1f} cm2/Vs")
print(f"optical coupling {optical_D} eV/nm, phonon energy {optical_energy*1e3:.0f} meV")
print(f"optical rate at Fermi energy = {optical_rate(fermi_energy)*1e-12:.3f} 1/ps")
print(f"300 K mobility with optical phonons = {mu_optical:.1f} cm2/Vs")
print(f"300 K mobility with q-dependent screening = {mu_lindhard:.1f} cm2/Vs")
print(f"300 K mobility with overlap factor (gap {band_gap} eV) = {mu_overlap:.1f} cm2/Vs")
print(f"warping coefficient = {warping*1e3:.1f} meV nm^3")
print(f"warping energy/Fermi energy = {warping*k_fermi**3/fermi_energy:.4f}")
print(f"Fermi-energy mobility with warping = {mu_warped:.2f} cm2/Vs")
print(f"largest acoustic phonon energy/kT = {2*hbar*sound_speed*1e9*k_fermi/kT:.3f}")
print(f"mean free path v/lambda_1 = {mean_path:.2f} nm, times k_F = {k_fermi*mean_path:.2f}")
print(f"field with e*F*path = kT: {kT/mean_path*1e4:.2f} kV/cm")
print("OK")
```

Running it gives:

```
hole mass 0.45 m0, valleys 2, temperature 300 K
hole density 1.0e+13 cm^-2
impurity density 3.0e+12 cm^-2, setback 1.0 nm
surroundings permittivity 4.0, polarizability length 4.5 nm
acoustic: D 3.0 eV, speed 3300 m/s, sheet mass 6.0e-06 kg/m^2
thermal energy kT = 25.85 meV
Fermi energy at T=0 = 53.20 meV
chemical potential = 49.66 meV
Fermi wavevector = 0.7927 1/nm
hbar^2/m = 0.16933 eV nm^2, density of states = 1.8798 1/(eV nm^2)
Coulomb prefactor = 2.2619 eV nm, screening wavevector = 3.709 1/nm
acoustic strength M = 0.00057 eV^2 nm^2
lambda_1..5 at Fermi energy = 8.254 12.284 15.163 16.935 18.000 1/ps
impurity part of lambda_1 = 3.136 1/ps
acoustic part of lambda_1 = 5.119 1/ps
total scattering rate = 20.339 1/ps
1/lambda_1 at Fermi energy = 121.15 fs
mobility e/(m lambda_1(E_F)) = 473.50 cm2/Vs
same from linear solve on contour = 473.50 cm2/Vs
mobility at 300 K, formula = 545.35 cm2/Vs = 0.05453 m2/Vs
mobility at 300 K, k-grid solve = 545.33 cm2/Vs
wrong mobility from total rate = 221.72 cm2/Vs
impurities alone 2826.66, acoustic alone 763.57 cm2/Vs
reciprocal sum of the two = 601.17 cm2/Vs
equal lambda_1 kernels: total-rate ratio = 15.441
their mobilities: isotropic 763.567, forward 763.567 cm2/Vs
axis-tied scattering, beta 0.6: solved mobility/isotropic = 0.8333
axis-tied scattering: first-harmonic estimate/isotropic = 0.7692
weak potential (scale 0.001): phase-shift rate/Born = 0.99998
repulsive phase shifts l=0..3 = -0.5666 -0.2565 -0.1196 -0.0618 rad
attractive phase shifts l=0..3 = 0.5011 0.2890 0.1305 0.0646 rad
impurity rate/Born: repulsive 1.142, attractive 0.735
300 K mobility with these ratios: 526.6 and 585.4 cm2/Vs
optical coupling 30.0 eV/nm, phonon energy 30 meV
optical rate at Fermi energy = 2.167 1/ps
300 K mobility with optical phonons = 402.0 cm2/Vs
300 K mobility with q-dependent screening = 526.2 cm2/Vs
300 K mobility with overlap factor (gap 1.6 eV) = 622.0 cm2/Vs
warping coefficient = 6.0 meV nm^3
warping energy/Fermi energy = 0.0562
Fermi-energy mobility with warping = 470.80 cm2/Vs
largest acoustic phonon energy/kT = 0.133
mean free path v/lambda_1 = 24.70 nm, times k_F = 19.58
field with e*F*path = kT: 10.46 kV/cm
OK
```
